Electronic entropy of manganocene spin conversion: R ln(3/2) and its corrections

**1. The form of the answer**

An isolated manganocene molecule, Mn(C₅H₅)₂, has a low-spin term ²E₂g and a high-spin term ⁶A₁g. We want the electronic entropy gained when a mole of molecules passes from the first to the second at temperature T.

Electronic entropy depends on the level energies and on kT. Its molar unit is R, and energies can enter only as ratios to kT. If the low-spin term is split into two equally degenerate parts a distance δ apart, while the high-spin term is unsplit, then

ΔS = R f(x),  x = δ/kT.

Reversing the sign of δ exchanges the two parts. The set of levels is unchanged apart from a common shift of energy, which cannot affect the entropy, so f is even. It is also smooth at x = 0, because it is built from a finite sum of exponentials. Hence

f(x) = ln(g_HS/g_LS) + c x² + O(x⁴),

where g_HS and g_LS are the numbers of states in the two terms. State counting gives the first part; statistical mechanics gives c.

Energies are in cm⁻¹ and molar entropies in J/mol/K. At 300 K, kT = 208.5 cm⁻¹. "Electronic" excludes changes in vibration, rotation and surroundings, except in Section 6, where an electronic degeneracy and a vibration cannot be separated.

**2. Entropy of a set of levels**

Let state i have energy ε_i and probability p_i = exp(−ε_i/kT)/Z, with Z = Σ exp(−ε_i/kT). Since ln p_i = −ε_i/kT − ln Z,

S/R = −Σ p_i ln p_i = ln Z + U/kT,  U = Σ p_i ε_i.

A common shift ε_i → ε_i + a changes ln Z by −a/kT and U/kT by +a/kT, so S is unchanged, as used above. For g states of equal energy, put that energy at zero. Then Z = g, U = 0 and S = R ln g.

Now let the g states have a small spread. Put their mean energy at zero, call their mean square energy σ², and write β = 1/kT. Expanding the exponentials gives

Z = g(1 + β²σ²/2 + …),
ln Z = ln g + β²σ²/2 + …,
U = −∂ ln Z/∂β = −βσ² + ….

The linear term of Z vanished because the mean is zero. Adding ln Z and βU,

S/R = ln g − σ²/[2(kT)²] + ….

A small splitting therefore lowers the entropy of the term it splits, at second order.

**3. Counting the states**

The d orbitals have angular momentum m = −2, …, 2 about the molecular axis. A potential with a fivefold axis contains angular factors exp(iqφ) with q a multiple of 5. It connects orbitals whose m values differ by q, and within a d shell that difference is at most 4. So only q = 0 acts inside the shell: the d part of the ligand field is axial. A mirror plane containing the axis makes m and −m degenerate. The orbitals form the sets e₂g (m = ±2), a₁g (m = 0) and e₁g (m = ±1). These labels belong to the staggered molecule, which has a centre of inversion.

Mn(II) has five d electrons. The low-spin configuration is a₁g² e₂g³. The e₂g set has four spin-orbitals, and one is empty. The hole can be in any of four places, so

g_LS = 2 (spin) × 2 (orbital) = 4.

In the high-spin term each orbital holds one electron and all spins are parallel. The total m is zero, S = 5/2, and

g_HS = 2S + 1 = 6.

These counts assume that the terms are the ground terms in their respective fields and that others lie far above. A model calculation tests this. Five electrons in ten spin-orbitals have 252 states, which were diagonalized with full Coulomb repulsion within the d shell. The chosen Racah parameters are B = 600 and C = 2400 cm⁻¹; a₁g lies 3000 cm⁻¹ above e₂g. With e₁g at 28000 cm⁻¹, representing the short metal–ring distance of the low-spin molecule, the ground term has 4 states, mean S² = 0.75 = ½ × 3/2 and mean L_z² = 4, as ²E₂g must. With e₁g at 10000 cm⁻¹, representing the longer distance, it has 6 states, mean S² = 8.75 = 5/2 × 7/2 and L_z² = 0.

The next terms lie about 8100 and 11300 cm⁻¹ higher, nearly 40 kT or more at 300 K, so their populations are negligible in this model. The parameters are round values meant to identify the terms. They do not predict the energy difference between the two spin forms, and a real molecule with closer terms would need those terms in Z. The nearest term in the strong field is ²A₁g, and its position is sensitive to the parameters. With B = 400, C = 1600 and a₁g 7000 cm⁻¹ above e₂g, it lies only about 650 cm⁻¹ up, and the gain derived in Section 4 falls from 3.37 to about 2.6 J/mol/K at 300 K.

**4. The leading result**

With both terms unsplit,

S_LS = R ln 4 = 11.53 J/mol/K,
S_HS = R ln 6 = 14.90 J/mol/K,

ΔS = R ln(6/4) = 8.3145 × 0.4055 = 3.37 J/mol/K.

The entropy difference computed from all 252 levels of each field, without spin-orbit coupling, is the same 3.371 J/mol/K.

At 300 K the contribution to the free energy of conversion is −TΔS = −300 × 3.371 J/mol = −1.01 kJ/mol. At a fixed energy difference, and with all other degrees of freedom held the same, the high-spin to low-spin population ratio is multiplied by 6/4 = 1.5.

The spin alone would give R ln(6/2) = R ln 3. The orbital degeneracy of the doublet reduces this to R ln(3/2), so the small result depends on that degeneracy being thermally intact.

**5. Spin-orbit coupling: the first correction and the opposite limit**

*The splitting.* The spin-orbit operator is ζ Σ l·s, summed over the electrons. Its part with l₊ or l₋ changes the m of an electron by one. This moves an e₂g or a₁g electron into the e₁g set, and so out of the configuration. To first order only ζ Σ l_z s_z acts within ²E₂g. The a₁g electrons have m = 0 and contribute nothing. For a full e₂g set the sum of m s is zero, so three electrons give minus the value of the missing one:

E = −ζ m_h s_h,  m_h = ±2,  s_h = ±½.

Two hole states have m_h s_h = +1 and energy −ζ; the other two have energy +ζ. The term splits into two Kramers doublets, pairs related by time reversal, with

δ = 2ζ.

The sextet has no such first-order splitting. It is an orbital singlet, so within it the operator, which is linear in the electron spins, could only become a combination linear in the total spin components. That combination changes sign under time reversal, while spin-orbit coupling does not. It must vanish, and splitting starts at second order.

For Mn(II) a rough unquenched value is ζ = 300 cm⁻¹, hence δ = 600 cm⁻¹. The 252-state calculation, which includes mixing with other terms, gives 600.7 cm⁻¹ for the doublet and a total spread of 3.1 cm⁻¹ for the sextet. Levels within a range r have a mean square deviation of at most r²/4, so by Section 2 the sextet loses at most about (3.1)²/[8(208.5)²] ≈ 3 × 10⁻⁵ of R. It can be treated as unsplit.

*Small splitting.* Put the doublets at ±δ/2 and let u = x/2. Then

Z = 2e^u + 2e^(−u) = 4 cosh u,
U/kT = −u tanh u,
S_LS/R = ln 4 + ln cosh u − u tanh u.

The two expansions needed are

ln cosh u = u²/2 − u⁴/12 + …,
u tanh u = u² − u⁴/3 + ….

Their difference is −u²/2 + u⁴/4. Inserting u = x/2 and subtracting S_LS from R ln 6,

ΔS/R = ln(3/2) + x²/8 − x⁴/64 + ….

So c = 1/8. The correction is positive because splitting lowers the entropy of the starting term. This agrees with Section 2, where σ² = δ²/4.

For δ = 50 cm⁻¹, x = 0.240 and x²/8 = 0.0072. The gain becomes 8.3145 × (0.4055 + 0.0072) = 3.43 J/mol/K, which equals the full two-level value to the digits shown. For δ = 200 cm⁻¹, the first correction gives 4.33 J/mol/K against a full value of 4.23.

We can now say how small the splitting must be for the ideal value to be a good approximation. Requiring the gain to exceed R ln(3/2) by no more than 10 per cent of that quantity gives

x²/8 ≤ 0.1 × 0.4055,  x ≤ 0.57,

or δ ≤ 119 cm⁻¹ at 300 K. The full formula gives 121 cm⁻¹. The unquenched spin-orbit splitting is five times larger.

*Large splitting.* Measure energy from the lower doublet instead. Then Z = 2(1 + e^(−x)), and the upper doublet has probability 1/(e^x + 1), so

S_LS/R = ln 2 + ln(1 + e^(−x)) + x/(e^x + 1).

For x ≫ 1 the last two terms approach e^(−x) and x e^(−x). Therefore

ΔS/R ≈ ln 3 − (1 + x)e^(−x).

The limit is R ln 3 = 9.13 J/mol/K. Between the limits the gain rises steadily with x, because

d(ln cosh u − u tanh u)/du = −u/cosh² u

is negative for u > 0. In this two-level model with an unsplit sextet, the gain therefore lies between R ln(3/2) and R ln 3.

*The example.* At δ = 600 cm⁻¹ and 300 K, x = 2.88. The small-x formula cut after x²/8 would give 8.3145 × (0.4055 + 1.035) ≈ 12.0 J/mol/K, above the upper limit, so it is useless there. The large-x formula gives 7.32, and the full two-level formula 7.40 J/mol/K. With the splittings of the 252-state calculation, the gain is 7.41 at 300 K, 6.37 at 400 K and 5.07 at 600 K. Even at 600 K it is half as large again as the ideal value.

*Entropy and population.* A larger entropy gain does not here mean more sextet. If ΔE is the energy of the sextet above the mean energy of the split doublet term, the population ratio is

K = [6/(4 cosh(x/2))] exp(−ΔE/kT).

At fixed ΔE and T, splitting reduces K, because it lowers the free energy of the doublet term. The factor 3/2 in K thus belongs to the unsplit case; it must not be replaced by exp(ΔS/R) without also changing the energy term.

**6. Jahn–Teller effect: pinned and free**

*Pinned distortion.* Suppose the surroundings hold the molecule in one distorted shape, which by itself would split the orbital pair by δ_d. The distortion is a real potential and does not act on spin. In the basis m = ±2 its diagonal elements are equal, so its splitting part is off-diagonal. Spin-orbit coupling is diagonal, with opposite signs for the two spins. For each spin,

H = ±(δ_so/2)σ_z + (δ_d/2)σ_x,

after choosing the phase of the orbitals. Since σ_zσ_x + σ_xσ_z = 0, the cross terms of H² cancel:

H² = (δ_so² + δ_d²)/4,  δ = √(δ_so² + δ_d²).

The formulas of Section 5 apply with this δ. An assumed δ_d = 200 cm⁻¹ with δ_so = 600 cm⁻¹ gives δ = 632.5 cm⁻¹ and a gain of 7.58 J/mol/K at 300 K. The distortion adds little because the two splittings combine as squares.

*Free molecule.* When nothing pins the distortion, it is a moving coordinate. Coupling m = +2 to m = −2 requires a change of 4, which a fivefold axis cannot distinguish from −1. The active vibration therefore carries angular momentum ±1. It is even under inversion, as is any product of two d orbitals, and belongs to e₁g, the species of a ring tilt.

Let ħω be its quantum and q₁, q₂ its dimensionless coordinates, with momenta p₁, p₂. The linear-coupling Hamiltonian is

H = ħω[(p₁² + p₂² + q₁² + q₂²)/2 + κ(q₁σ_x + q₂σ_y)].

At radius ρ = √(q₁² + q₂²) the electronic matrix has eigenvalues ±κρ. The lower sheet, ħω(ρ²/2 − κρ), has its minimum at ρ = κ, with depth

E_JT = κ²ħω/2.

First treat the motion classically, without spin-orbit coupling. Let y = E_JT/kT, and rescale the radius to r = ρ√(ħω/kT). The coupling term becomes ±ar with a = κ√(ħω/kT), so a² = 2y. Divide the partition function by that of the same oscillators without coupling; the momentum integrals cancel. Including the twofold spin degeneracy,

Q = 4 ∫₀^∞ r exp(−r²/2) cosh(ar) dr.

Expand the cosh and use ∫₀^∞ r^(2n+1) exp(−r²/2) dr = 2ⁿ n!. The coefficients are 2/2! = 1, 8/4! = 1/3 and 48/6! = 1/15:

Q = 4(1 + a² + a⁴/3 + a⁶/15 + …).

In the logarithm the a⁴ coefficient is 1/3 − 1/2 = −1/6, and the a⁶ coefficient is 1/15 − 1/3 + 1/3 = 1/15. With a² = 2y,

ln Q = ln 4 + 2y − (2/3)y² + (8/15)y³ + ….

The entropy in excess of that of the uncoupled oscillators, here called S_LS, is R(ln Q − β ∂ ln Q/∂β). Since y is proportional to β, this multiplies each yⁿ term by 1 − n:

S_LS/R = ln 4 + (2/3)y² − (16/15)y³ + ….

The linear term, a mere lowering of energy, drops out. The leading correction is positive: free distortion raises the doublet's entropy, whereas a pinned splitting lowers it. If the sextet has the same mode without coupling, then

ΔS/R = ln(3/2) − (2/3)y² + ….

This requires y ≪ 1 and kT ≫ ħω. For an assumed mode with ħω = 300 and E_JT = 100 cm⁻¹ at 300 K, y = 0.48 and ħω/kT = 1.44, so neither condition holds. The quantum levels are needed. The coupling transfers one unit of vibrational angular momentum ℓ while exchanging m = +2 and −2, so ℓ + σ_z/2 is conserved and H can be diagonalized in separate blocks. As a test of this treatment, at ħω = kT/6 and y = 1/3 the quantum entropy rise agrees with that from the classical integral to within 5 per cent.

For the example the quantum result is a gain of 2.80 J/mol/K without spin-orbit coupling, below the ideal 3.37. With δ_so = 600 cm⁻¹ included, it is 4.85, far below the 7.40 found without vibronic coupling. One cause can be seen at small δ_so. A vibronic state has weights w₊ and w₋ on the two orbitals, so its first-order spin-orbit energy is proportional to w₊ − w₋. Mixing makes the magnitude of this difference less than one and reduces the splitting, by a factor 0.41 for the lowest level of the example. This factor alone does not fix the entropy: at 300 K and small δ_so the x²/8 term is reduced to 0.37 of its value, not to 0.41² ≈ 0.17. At the actual δ_so, this reduction and the change in vibrational freedom act together, and the calculation does not separate them.

**7. The larger vibrational term**

Treat each ring as a rigid body. Two rings and the metal have 6 + 6 + 3 = 15 degrees of freedom, of which 6 are overall motion. Nine skeletal modes remain; omitting the rotation of one ring against the other leaves eight. The high-spin molecule has longer, weaker metal–ring bonds, so these modes soften.

With v = ħω/kT, a harmonic mode has

S/R = v/(e^v − 1) − ln(1 − e^(−v)).

For small v the first term is 1 − v/2 + v²/12 and the second is −ln v + v/2 − v²/24, so

S/R = 1 − ln v + v²/24 + ….

Let all eight modes fall from 350 to 250 cm⁻¹, an assumed illustrative change. The classical gain is 8R ln(350/250) = 22.4 J/mol/K. The v²/24 terms, with v = 1.68 and 1.20, reduce it to about 18.6; the full formula gives 18.9 J/mol/K. For this assumed softening, that is 5.6 times the ideal electronic gain; a weaker softening would give less. It must not simply be added to the free Jahn–Teller result, because ring tilts appear in both estimates.

**8. The real compound**

The estimates describe an isolated molecule. In the parent crystal, manganocene units are linked into chains, so the field at the metal is no longer that of the isolated molecule. The spins are also magnetically coupled, and they can be counted as independent only when kT is large compared with that coupling. Ring-substituted manganocenes, some of which show spin conversion, are closer to the model, but their substituents can pin distortions and their crystals can convert cooperatively.

For a vapour-phase precursor, take 400 K and 600 K as illustrative temperatures. One assumption in doubt is negligible spin-orbit splitting. With the unquenched ζ it moves the electronic gain from 3.4 to 6.4 J/mol/K at 400 K and to 5.1 at 600 K. Covalency reduces the orbital moment and brings the result back towards the ideal value. Free vibronic motion also lowers the gain, but the ideal value is not its limit. In the model of Section 6, with ħω = 300 and δ_so = 600 cm⁻¹, the gain at 400 K is 4.6 J/mol/K for E_JT = 100, 2.1 for E_JT = 300 and slightly negative for E_JT = 600 cm⁻¹. These values include the change in the entropy of the active mode.

R ln(3/2) is thus the electronic entropy gain for an intact fourfold doublet term. It is not an estimate of the total conversion entropy, for which the softening of the metal–ring modes may matter more. The numerical output below lists the values used.

Numbers as computed

```
Temperature: 300 K
Thermal energy kT: 208.5 cm^-1
Gas constant R: 8.3145 J/mol/K
Racah B (assumed): 600 cm^-1
Racah C (assumed): 2400 cm^-1
a1g energy above e2g (assumed): 3000 cm^-1
e1g energy, strong field (assumed): 28000 cm^-1
e1g energy, weak field (assumed): 10000 cm^-1
Number of d5 states: 252 (count)
Strong-field ground degeneracy: 4 (count)
Weak-field ground degeneracy: 6 (count)
Strong-field mean S squared: 0.75 hbar^2
Strong-field mean Lz squared: 4.00 hbar^2
Weak-field mean S squared: 8.75 hbar^2
Weak-field mean Lz squared: 0.00 hbar^2
Next term above doublet: 8098 cm^-1
Next term above sextet: 11255 cm^-1
Doublet entropy, unsplit: 11.526 J/mol/K
Sextet entropy, unsplit: 14.898 J/mol/K
Ideal entropy gain: 3.371 J/mol/K
Gain from all 252 levels, no spin-orbit: 3.371 J/mol/K
Equilibrium degeneracy factor: 1.500 (ratio)
Ideal free-energy term -T Delta S: -1.011 kJ/mol
Spin-orbit constant zeta (rough): 300 cm^-1
First-order doublet splitting: 600 cm^-1
Doublet splitting from 252 levels: 600.7 cm^-1
Doublet splitting / kT: 2.881 (ratio)
Sextet splitting from 252 levels: 3.11 cm^-1
Gain with spin-orbit at 300 K: 7.409 J/mol/K
Gain with spin-orbit at 400 K: 6.371 J/mol/K
Gain with spin-orbit at 600 K: 5.074 J/mol/K
Gain with one Kramers doublet: 9.134 J/mol/K
Splitting for 10 percent error: 121.2 cm^-1
Gain for splitting 50 cm^-1: 3.431 J/mol/K
Gain for splitting 200 cm^-1: 4.228 J/mol/K
Gain for splitting 600 cm^-1: 7.405 J/mol/K
Pinned distortion splitting (assumed): 200 cm^-1
Combined pinned and spin-orbit splitting: 632.5 cm^-1
Gain with pinned distortion and spin-orbit: 7.584 J/mol/K
Jahn-Teller mode quantum (assumed): 300 cm^-1
Jahn-Teller stabilization (assumed): 100 cm^-1
Gain with free Jahn-Teller motion only: 2.802 J/mol/K
Gain with free Jahn-Teller and spin-orbit: 4.852 J/mol/K
Softening skeletal modes (assumed): 8 (count)
Low-spin skeletal quantum (assumed): 350 cm^-1
High-spin skeletal quantum (assumed): 250 cm^-1
Illustrative vibrational entropy gain: 18.930 J/mol/K
Vibrational / ideal electronic gain: 5.615 (ratio)
```
